# Thickness error of a quarter-wave layer stopped at a reflectance turning point

**Question.** A transparent film is deposited while its reflectance is monitored at one wavelength. The reflectance turns when the film is a quarter wave thick, and deposition is stopped there. The monitor cannot resolve reflectance changes smaller than $\Delta R$. How large is the resulting thickness error, and how does it depend on $\Delta R$, on the film and on what lies beneath it?

**Answer.**

## The reflectance of the growing film

Take normal incidence from an ambient of index 1, a lossless uniform film of index $n>1$ and thickness $d$, and monochromatic light of vacuum wavelength $\lambda$. The time factor is $e^{i\omega t}$, so a wave travelling towards the support varies as $e^{-2\pi i nz/\lambda}$. Measure the magnetic field $H$ in units that make $H=nE$ for such a wave in a medium of index $n$; for the opposite direction, $H=-nE$.

The support is described by its admittance $Y=H/E$ at its surface. For bare glass, $Y$ is the glass index. A lossless stack of perfect quarter-wave layers on glass also has a real $Y$, as will be seen below, so one calculation covers both cases.

Set $E=1$ and $H=Y$ at the bottom of the film. With forward and backward amplitudes $a$ and $b$ there,
$$a+b=1,\qquad n(a-b)=Y .$$
At the top of the film, nearer the source, the forward amplitude is $ae^{i\varphi}$ and the backward one $be^{-i\varphi}$, where $\varphi=2\pi nd/\lambda$. Hence
$$E_{\rm top}=(a+b)\cos\varphi+i(a-b)\sin\varphi=\cos\varphi+\frac{iY}{n}\sin\varphi ,$$
$$H_{\rm top}=n(a-b)\cos\varphi+in(a+b)\sin\varphi=Y\cos\varphi+in\sin\varphi .$$

In the ambient, the incident amplitude $p$ and reflected amplitude $q$ satisfy $p+q=E_{\rm top}$ and $p-q=H_{\rm top}$, so $p=(E_{\rm top}+H_{\rm top})/2$. The power flux is proportional to ${\rm Re}(EH^*)$: it is $|p|^2$ for the incident wave and $Y$ for the power entering the support. The transmittance is therefore $T=Y/|p|^2$, or
$$\frac1T=A\cos^2\varphi+B\sin^2\varphi,\qquad A=\frac{(1+Y)^2}{4Y},\quad B=\frac{(n+Y/n)^2}{4Y}. \tag{1}$$
Without absorption, the reflectance is $R=1-T$.

Differentiation gives $d(1/T)/d\varphi=(B-A)\sin2\varphi$. After the start, the first zero is at $\varphi=\pi/2$, which means
$$d_q=\frac{\lambda}{4n}.$$
Let $s$ label values before the layer is begun and $q$ those at the turning point. Equation (1) gives $T_s=1/A$ and $T_q=1/B$. The kind of turning point follows from
$$B-A=\frac{(n^2-1)(1-Y^2/n^2)}{4Y}.$$
If $n>Y$, then $B>A$ and the reflectance has a maximum; if $n<Y$, it has a minimum. If $n=Y$, the film is optically indistinguishable from its support at the monitoring wavelength and there is no turning point to find.

## From undetected reflectance to thickness

Write $\varphi=\pi/2+\varepsilon$. Then $\cos^2\varphi=\sin^2\varepsilon$ and $\sin^2\varphi=\cos^2\varepsilon$, so
$$\frac1T=B-(B-A)\sin^2\varepsilon .$$

Suppose deposition stops when the signal has reversed by $\Delta R$. At a reflectance maximum, $R$ has then fallen and $T=T_q+\Delta R$. At a minimum, $T=T_q-\Delta R$. Write both as $T_q+\sigma\Delta R$, with $\sigma=+1$ at a maximum and $-1$ at a minimum. Since $B=1/T_q$,
$$(B-A)\sin^2\varepsilon=\frac1{T_q}-\frac1{T_q+\sigma\Delta R}
=\frac{\sigma\Delta R}{T_q(T_q+\sigma\Delta R)} .$$
Also $B-A=(T_s-T_q)/(T_sT_q)$, whose sign is $\sigma$. Dividing gives
$$\sin^2\varepsilon=\frac{\Delta R\,T_s}{(T_q+\sigma\Delta R)\,|T_s-T_q|}. \tag{2}$$

For small $\Delta R$, drop $\sigma\Delta R$ beside $T_q$ and replace $\sin\varepsilon$ by $\varepsilon$. The thickness error is $\delta d=\lambda\varepsilon/(2\pi n)=(2/\pi)\,\varepsilon\,d_q$, and therefore
$$\boxed{\frac{\delta d}{d_q}\simeq\frac2\pi\sqrt{\frac{\Delta R\,(1-R_s)}{(1-R_q)\,|R_q-R_s|}}}\tag{3}$$

The square root arises because the slope vanishes at the turning point: a thickness error changes the signal first in second order. The same result reads
$$\delta d\simeq\sqrt{\frac{2\Delta R}{|R''|}},\qquad
|R''|=2\left(\frac{2\pi n}{\lambda}\right)^2\frac{T_q|T_s-T_q|}{T_s}, \tag{4}$$
where the primes denote derivatives with respect to $d$. Halving the error requires a monitor four times finer.

A stop triggered by the reversal is late by $\delta d$. An operator who stops whenever the signal is indistinguishable from its extreme value may be early or late. Equation (2) depends on $\sin^2\varepsilon$, so the undetectable band is symmetric and $\delta d$ bounds the error on either side.

The leading corrections come from the two approximations. If $\varepsilon_0$ is the value from (3), expanding (2) gives
$$\varepsilon\simeq\varepsilon_0\left(1-\frac{\sigma\Delta R}{2T_q}+\frac{\varepsilon_0^2}{6}\right).$$
The law thus needs $\Delta R\ll T_q$ and $\varepsilon_0\ll1$. When $\Delta R$ equals the whole swing $|R_q-R_s|$, equation (2) gives $\sin^2\varepsilon=1$: the reversal is recognized only at a half wave, with an error of 100% of $d_q$. For a larger $\Delta R$ there is no solution, and the reversal is never detected.

## Size for titania on glass

Consider an evaporated titanium dioxide layer on glass, monitored at 550 nm. Rough typical indices are 2.35 for the film and 1.52 for the glass. Let $\Delta R=0.001$, an absolute change of 0.1 percentage point. The quarter-wave thickness is
$$d_q=\frac{550\ \text{nm}}{4\times2.35}=58.51\ \text{nm}.$$
The reflectance rises from $R_s=0.0426$ to $R_q=0.3230$. Equation (3) gives
$$\frac{\delta d}{d_q}=\frac2\pi\sqrt{\frac{0.001\times0.9574}{0.6770\times0.2804}}=0.0452,$$
so $\delta d=2.65$ nm. An undetected change of one part in a thousand of the incident light has become a thickness error of 4.5%.

A direct numerical solution of the field boundary conditions, with a search for the thickness at which $R$ has dropped by 0.001, also gives 2.65 nm. Repeating the search for $\Delta R$ between $10^{-6}$ and $10^{-3}$ gives a fitted exponent of 0.50001. With $\Delta R$ reduced fourfold, the error is 1.32 nm.

At the monitoring wavelength the reflectance of the finished layer differs from the intended value by just $\Delta R$, by construction. The error shows more clearly elsewhere in the spectrum. Without index dispersion, the reflectance peak lies at $4n(d_q+\delta d)=574.9$ nm, a shift of 24.9 nm. If the index falls with wavelength, as in normal dispersion, the wavelength that satisfies $\lambda=4n(\lambda)d$ shifts by less. The reflectance peak then no longer lies at that wavelength: the higher index at shorter wavelengths raises the reflectance there and pulls the peak towards the blue, for the intended layer as well.

## Weak contrast and tall mirrors

**Weak contrast.** Deposit silica, of rough index 1.46, directly on the same glass, keeping $\lambda$ and $\Delta R$ fixed. The reflectance falls from 0.0426 to 0.0281. With a swing of only 0.0145,
$$\frac{\delta d}{d_q}\simeq\frac2\pi\sqrt{\frac{0.001\times0.9574}{0.9719\times0.0145}}=0.166 .$$
The numerical stop gives 16.8%; the small difference is mainly the $\varepsilon_0^2/6$ correction. On a quarter wave of 94.18 nm this is about 16 nm. The silica itself is not the difficulty: the same layer on a titania quarter wave has an error of 3.4%, mainly because there the reflectance swings by 0.255.

**Mirrors.** At $\varphi=\pi/2$ the fields found above give
$$Y_{\rm new}=\frac{H_{\rm top}}{E_{\rm top}}=\frac{in}{iY/n}=\frac{n^2}{Y}.$$
A real admittance stays real, so (3) can be applied to each layer in turn if all layers below it are perfect. For titania (odd layers) and silica (even layers) on glass, with $\Delta R=0.001$ throughout:

| Layer | $R_s$ | $R_q$ | $\delta d/d_q$ from (3) |
|---|---|---|---|
| 1 | 0.0426 | 0.3230 | 4.5% |
| 2 | 0.3230 | 0.0679 | 3.4% |
| 3 | 0.0679 | 0.6528 | 4.3% |
| 4 | 0.6528 | 0.3978 | 3.0% |
| 5 | 0.3978 | 0.8486 | 6.0% |
| 6 | 0.8486 | 0.7043 | 3.8% |
| 7 | 0.7043 | 0.9386 | 9.1% |
| 8 | 0.9386 | 0.8737 | 5.5% |
| 9 | 0.8737 | 0.9759 | 14.4% |

Each row is the error of one layer on perfect layers. In a real run the layers below carry errors of the same kind, and these shift the later turning points (next section). Stopping all nine layers in turn by the same rule gives net errors of 4.5, 2.4, 4.1, 6.7 and 10.6% for titania and 1.5, 0.5, 0.1 and $-0.2$% for silica. In the table, within each material the error first falls slightly and then grows. The growth follows from the admittance. Let $n_H$ and $n_L$ be the high and low indices. One low and one high layer together multiply the admittance after a high layer by $(n_H/n_L)^2=2.59$. Since $T=4Y/(1+Y)^2$, it tends to $4/Y$ for large $Y$, so the factor by which $T_q$ falls per pair approaches this value as the mirror grows.

Before a high layer of a tall mirror the admittance $y$ is small and $T_s\simeq4y$. Afterwards it is $n_H^2/y$ and $T_q\simeq4y/n_H^2$. Thus $T_q/T_s\to1/n_H^2$, and (3) becomes
$$\frac{\delta d}{d_q}\to\frac2\pi\sqrt{\frac{\Delta R}{T_q(1-1/n_H^2)}} .$$
At fixed $\Delta R$, and as long as $\Delta R\ll T_q$ and the error remains a small fraction of $d_q$, the error of the high layers grows by a factor approaching $n_H/n_L=1.61$ per pair; from layer 7 to layer 9 the table gives 1.58.

This limit also suggests a remedy. Without absorption, $\Delta R$ equals the smallest detectable change in transmittance. If the transmitted light is monitored and its fractional resolution $\Delta R/T_q$ stays constant as the light weakens, the error of the high layers stops growing. The remedy fails once detector noise or stray light sets an absolute floor.

## An error in the layer below

The turning point marks a quarter wave only if $Y$ is real. Suppose the first titania layer is too thick by the 2.65 nm found above, and silica is deposited on it. Let $\rho=(n_L-Y)/(n_L+Y)$ be the reflection amplitude of the support seen from inside the silica, and $r_0=(1-n_L)/(1+n_L)$ that of the outer surface. Summing the multiple reflections gives
$$r=\frac{r_0+\rho e^{-2i\varphi}}{1+r_0\rho e^{-2i\varphi}} .$$
With $\theta=\arg\rho-2\varphi$ and $x=2r_0|\rho|\cos\theta$,
$$R=\frac{r_0^2+|\rho|^2+x}{1+r_0^2|\rho|^2+x}.$$
Here the denominator exceeds the numerator by $(1-r_0^2)(1-|\rho|^2)>0$, so $R$ rises steadily with $x$. It therefore turns where $\cos\theta$ turns, which is where $\rho e^{-2i\varphi}$ is real. In this case $\rho$ is nearly negative real. Writing $\arg\rho=\pi+\alpha$, the turning point is at $\varphi=\pi/2+\alpha/2$, displaced in thickness by $\alpha/\pi$ times the silica quarter wave.

To find $\alpha$, put $\varphi=\pi/2+\varepsilon$ for the titania layer in $H_{\rm top}/E_{\rm top}$, with $Y_g=1.52$ for the glass. To first order,
$$Y\simeq\frac{n_H^2}{Y_g}\left[1-i\varepsilon\left(\frac{n_H}{Y_g}-\frac{Y_g}{n_H}\right)\right].$$
With $\varepsilon=0.0710$ this is $Y\simeq3.63-0.232\,i$. Then
$$\alpha=\arg\frac{Y-n_L}{Y+n_L}\simeq\frac{-0.232}{2.17}+\frac{0.232}{5.09}=-0.061,$$
and the displacement is $94.18\ \text{nm}\times(-0.061)/\pi\simeq-1.8$ nm. The full calculation gives $-1.84$ nm.

The second turning point thus comes early when the first layer is too thick. In optical thickness, $-1.84\times1.46=-2.7$ nm stands against $+2.65\times2.35=+6.2$ nm. The displacement opposes the first error, though it does not cancel it in total optical thickness. It is also smaller than the silica layer's own resolution error, 3.4% of 94.18 nm, or 3.2 nm. At the monitoring wavelength the compensation is better than the thickness sum suggests: at the displaced turning point $\rho e^{-2i\varphi}$ is real, so $r$ and the admittance of the pair are real again, and $R$ is 0.0673 instead of 0.0679.

## When the square root does not apply

The exponent one half belongs to a stop based on a level difference at zero slope. Other uses of the same signal behave differently.

**Stopping on a flank.** Rewrite (1) as $1/T=\frac12(A+B)-\frac12(B-A)\cos2\varphi$. Then
$$R'=\frac{2\pi n}{\lambda}(B-A)T^2\sin2\varphi .$$
For titania on glass, $A=1.0445$ and $B=1.4771$. At half the quarter-wave thickness, 29.26 nm, $\sin2\varphi=1$ and $T=2/(A+B)=0.793$. The slope is $7.31\times10^{-3}$ per nm, and the error is linear in $\Delta R$:
$$\delta d\simeq\frac{\Delta R}{R'}=\frac{0.001}{7.31\times10^{-3}\ \text{nm}^{-1}}=0.14\ \text{nm}.$$
This is about 19 times smaller than at the turning point. To use it for a given target thickness, one must choose a monitoring wavelength that puts the target on a flank. The price is that the stopping level must be known absolutely: calibration and index errors now change the optical thickness $nd$, whereas at a turning point it is a quarter wave whatever the film index and the scale of the signal, provided the film is uniform and lossless and $Y$ is real. Evaporated films are often not uniform: for titania on glass, an index that falls linearly by 0.05 from the glass to the top of the quarter wave makes the turning point come early by the optical equivalent of about 0.6 nm of film.

**Fitting the trace.** If the growth rate is steady, the readings before the turning point can be fitted by
$$1-R=\frac1{a-b\cos\kappa d},$$
with $a$, $b$ and $\kappa$ free and $d$ taken from the clock. The predicted turning point is $\pi/\kappa$. For small noise, least squares makes the parameter errors linear combinations of the reading errors, so the error of $\pi/\kappa$ is linear in the noise.

Simulated runs with 51 readings from 0 to 50 nm and an rms noise of $3.3\times10^{-4}$ gave an rms error of 0.070 nm. With four times less noise it was 0.017 nm, a ratio close to 4. These small values include reading noise alone. The fitted form takes $R$ on an absolute scale, so a calibration error would shift the predicted turning point. A drifting growth rate would distort the clock scale and shift it too. Neither error is sized here.

## Setting the estimate beside a real deposition

The indices are rough values for evaporated films and vary with deposition conditions. The resolution of 0.001 is a round assumption; a different monitor changes the result through the square root. The following effects, with assumed rough inputs, are sized for the single titania layer.

- **Index change after venting.** Porous evaporated films can take up water. A rise of 0.02 in index changes the optical thickness as much as $58.51\times0.02/2.35=0.50$ nm of extra film would. This is the largest of the effects listed here.
- **Lamp drift.** If the lamp brightens by a fraction $g$ per nm of growth, the measured signal turns where $R'+gR=0$, to first order. Near a maximum $R'=-|R''|\,(d-d_q)$, so the turning point comes late by $gR_q/|R''|$. A drift of 0.5% per minute at a growth rate of 0.3 nm/s gives 0.31 nm.
- **Shutter delay.** A delay of 0.3 s at the same rate adds 0.09 nm.
- **Back of the glass.** Let the uncoated back have reflectance $R_b=R_s$, and add the echoes incoherently. The total reflectance is $R+T^2R_b/(1-RR_b)$, whose derivative with respect to $R$ is $(1-R_b)^2/(1-RR_b)^2$. The signal curvature falls by this factor, so the error grows by its inverse square root, $(1-R_qR_b)/(1-R_b)=1.03$. That adds 3% to the 2.65 nm.
- **Absorption and bandwidth.** An extinction coefficient of 0.001 moves the turning point by $-0.015$ nm. A rectangular monitor band 10 nm wide, without dispersion, moves it by $-0.003$ nm.

For these inputs the resolution error of 2.65 nm dominates. The order can change: reducing $\Delta R$ a hundredfold would lower that error to about 0.26 nm, below both the assumed index change and the assumed lamp drift. A finer photometer would then no longer be the main route to a more accurate layer. The numerical output below lists the values used.

## Numbers as computed

```
monitor wavelength: 550 nm
indices titania, silica, glass: 2.35, 1.46, 1.52
smallest detectable reflectance change: 0.0010
TITANIA ON GLASS
quarter-wave thickness: 58.51 nm
coefficients A, B: 1.0445, 1.4771
reflectance before layer: 0.0426
reflectance at turning point: 0.3230
curvature |R''|: 2.858e-04 per nm^2
thickness error, square-root law: 2.645 nm
thickness error, numerical stop: 2.646 nm
relative thickness error, law: 4.52 %
fitted exponent of error against change: 0.50001
error for a 4 times smaller change: 1.323 nm
reflectance peak of stopped layer: 574.9 nm
shift of that peak: 24.9 nm
OTHER WAYS TO STOP
flank thickness: 29.26 nm
flank slope: 7.307e-03 per nm
flank error, linear law: 0.137 nm
noise rms in fit: 3.33e-04; readings: 51
last reading used in fit at: 50 nm
rms error of fitted turning point: 0.0703 nm
same with 4 times less noise: 0.0171 nm
SILICA ON GLASS
quarter-wave thickness: 94.18 nm
reflectance at turning point: 0.0281
relative error, law: 16.58 %
relative error, numerical: 16.78 %
MIRROR: layer, R before, R turning, law %, numerical %
1  0.0426  0.3230  4.52  4.52
2  0.3230  0.0679  3.40  3.40
3  0.0679  0.6528  4.31  4.31
4  0.6528  0.3978  3.03  3.03
5  0.3978  0.8486  5.98  5.97
6  0.8486  0.7043  3.79  3.80
7  0.7043  0.9386  9.13  9.09
8  0.9386  0.8737  5.51  5.54
9  0.8737  0.9759  14.41  14.24
layer 2 turning-point shift from layer 1 error: -1.84 nm
NEGLECTED EFFECTS, TITANIA ON GLASS
back reflection multiplies error by: 1.0301
absorption k = 0.001: turning shift -0.0154 nm
bandwidth 10 nm: turning shift -0.0032 nm
growth rate: 0.3 nm/s
lamp drift 0.5 %/min: turning shift 0.314 nm
shutter delay 0.3 s: extra thickness 0.090 nm
index rise 0.02: equivalent thickness 0.498 nm
```
